# Fourth moments of a heat pulse: Cattaneo against the gray Boltzmann equation

## The problem

At \(t=0\) energy is released on the plane \(x=0\) of an unbounded medium. The carriers all have speed \(v\) and relaxation time \(\tau\), and they start equally in all directions. Let \(\mu\in[-1,1]\) be the cosine of the angle between a carrier's velocity and the \(x\) axis. For isotropic directions \(\mu\) is uniformly distributed, so we write

\[
\langle f\rangle=\frac12\int_{-1}^{1}f(\mu)\,d\mu ,\qquad
\langle\mu^2\rangle=\frac13,\qquad \langle\mu^4\rangle=\frac15 .
\]

The gray Boltzmann equation, in which a collision conserves energy and redraws the direction isotropically, is

\[
\partial_t g+v\mu\,\partial_x g=-\frac{g-\langle g\rangle}{\tau},\qquad g(x,\mu,0)=\delta(x). \tag{1}
\]

The energy density is \(u=\langle g\rangle\), normalized to unit total energy. The Cattaneo description of the same pulse is

\[
\partial_t u+\partial_x q=0,\qquad \tau\,\partial_t q+q=-D\,\partial_x u,\qquad D=\frac{v^2\tau}{3}, \tag{2}
\]

with \(u(x,0)=\delta(x)\) and zero initial flux \(q\), as the symmetry of the release requires. The moments are \(M_n(t)=\int x^n u\,dx\).

(a) Compare \(M_2(t)\) in the two models. (b) Compare \(M_4(t)\) for \(t\ll\tau\). (c) Find \(M_4(t)\) at all times. (d) Evaluate the moments for \(v=4\) nm/ps and \(\tau=300\) ps, rough values for silicon near 100 K, and judge whether a gray model is adequate there.

## A tempting solution

Multiply (1) by \(v\mu\) and average over directions. With \(q=v\langle\mu g\rangle\) and \(\langle\mu\rangle=0\),

\[
\tau\,\partial_t q+q=-v^2\tau\,\partial_x\langle\mu^2 g\rangle . \tag{3}
\]

The argument continues: the pulse starts isotropic, and collisions favour isotropy, so the directions remain isotropic. Then \(\langle\mu^2g\rangle=u/3\), equation (3) becomes Cattaneo's law, and all moments agree. Before collisions matter, (2) reduces to \(\partial_t^2u=(v^2/3)\,\partial_x^2u\). The pulse splits into two halves at \(x=\pm vt/\sqrt3\), so in both models

\[
M_2=\frac{v^2t^2}{3},\qquad M_4=\left(\frac{v^2t^2}{3}\right)^2=\frac{v^4t^4}{9}.
\]

## Where it fails

Before the first collision a carrier is at \(x=v\mu t\), with \(\mu\) uniform. Equation (1) therefore gives

\[
M_2=v^2t^2\langle\mu^2\rangle=\frac{v^2t^2}{3},\qquad
M_4=v^4t^4\langle\mu^4\rangle=\frac{v^4t^4}{5}.
\]

The second moment survives; the fourth does not. The false step is \(\langle\mu^2g\rangle=u/3\) at each point. Free flight sorts carriers by direction: those found at \(x\) all have \(\mu=x/(vt)\), so locally \(\langle\mu^2g\rangle/u=x^2/(v^2t^2)\). This is near 0 in the middle of the pulse and near 1 at its edge. The directions are isotropic only when the whole pulse is counted together. That is enough for \(M_2\), as the full calculation shows, but not for \(M_4\), which gives the edge more weight.

## The right solution

### Moment equations

For any function \(f(\mu)\) define

\[
[x^nf]=\int x^n\langle f g\rangle\,dx .
\]

Multiply (1) by \(x^nf\), average over \(\mu\) and integrate over \(x\). The transport term is integrated by parts, without boundary terms because no energy lies beyond \(|x|=vt\):

\[
\frac{d}{dt}[x^nf]=nv\,[x^{n-1}\mu f]-\frac{[x^nf]-\langle f\rangle M_n}{\tau}. \tag{4}
\]

For \(n=0\) the transport term is absent. Since \(M_0=1\) and initially \([f]=\langle f\rangle\), the right side vanishes and

\[
[f]=\langle f\rangle\quad\text{at all times}. \tag{5}
\]

This is the isotropy of the pulse as a whole. All moments with \(n\ge1\) start from zero.

### (a) Second moment

Apply (4) with \(n=2,\ f=1\), then with \(n=1,\ f=\mu\):

\[
M_2'=2v[x\mu],\qquad [x\mu]'=v[\mu^2]-\frac{[x\mu]}{\tau}=\frac v3-\frac{[x\mu]}{\tau}.
\]

Differentiating the first equation and inserting the second gives

\[
\tau M_2''+M_2'=\frac{2v^2\tau}{3}=2D. \tag{6}
\]

For Cattaneo, differentiate the energy balance in time and eliminate the flux:

\[
\tau\partial_t^2u=-\partial_x(\tau\partial_tq)=\partial_x(q+D\partial_xu)=-\partial_tu+D\,\partial_x^2u. \tag{7}
\]

Multiply by \(x^2\) and integrate. Two integrations by parts give \(\int x^2\partial_x^2u\,dx=2\), which is (6) again. The initial values also agree: \(M_2(0)=0\), and \(M_2'(0)=0\) because the initial flux is zero. With \(s=t/\tau\), both models have

\[
[x\mu]=\frac{v\tau}{3}(1-e^{-s}),\qquad
M_2=\frac23v^2\tau^2\left(s-1+e^{-s}\right). \tag{8}
\]

For small \(s\) this is \(\tfrac13v^2t^2(1-s/3+\dots)\), and for large \(s\) it approaches \(2D(t-\tau)\).

The agreement requires the matched \(D\), the common \(\tau\) and an initial mean of \(\mu^2\) equal to \(1/3\), which the isotropic start supplies. If the carriers started with another distribution of directions, the early law would be \(v^2t^2\) times its own mean of \(\mu^2\), which need not be \(1/3\).

### (b), (c) Fourth moment of Cattaneo

Multiply (7) by \(x^4\) and integrate. Since \(\int x^4\partial_x^2u\,dx=12M_2\),

\[
\tau M_4''+M_4'=12DM_2. \tag{9}
\]

Put \(M_4=v^4\tau^4m(s)\), use (8) and divide by \(v^4\tau^3\):

\[
m''+m'=\frac83\left(s-1+e^{-s}\right),\qquad m(0)=m'(0)=0.
\]

One integration from 0 to \(s\) gives

\[
m'+m=\frac83\left(\frac{s^2}{2}-s+1-e^{-s}\right).
\]

Multiplication by \(e^s\) makes the left side \((e^sm)'\). An antiderivative of \(e^s(s^2/2-s+1)\) is \(e^s(s^2/2-2s+3)\), which equals 3 at \(s=0\). Hence

\[
M_4^{\rm C}=\frac83v^4\tau^4\left[\frac{s^2}{2}-2s+3-(s+3)e^{-s}\right]. \tag{10}
\]

In the expansion of the bracket all powers below \(s^4\) cancel, leaving \(s^4/24-s^5/60+\dots\), so

\[
M_4^{\rm C}=\frac{v^4t^4}{9}\left(1-\frac25s+\dots\right).
\]

### (b), (c) Fourth moment of Boltzmann

Equation (4) with \(n=4,\ f=1\), and then with \(n=3,\ f=\mu\), gives

\[
M_4'=4v[x^3\mu],\qquad [x^3\mu]'=3v[x^2\mu^2]-\frac{[x^3\mu]}{\tau}.
\]

Let \(h=\mu^2-\tfrac13\), so that \(\langle h\rangle=0\), and let \(A=[x^2h]\). Then \([x^2\mu^2]=M_2/3+A\) and

\[
\tau M_4''+M_4'=12v^2\tau\left(\frac{M_2}{3}+A\right)=12DM_2+12v^2\tau A. \tag{11}
\]

The term with \(A\) is what the tempting solution lost. It measures the correlation between distance from the plane and direction of motion. Two more uses of (4) determine it. With \(B=[x\mu h]\) and \(\langle\mu h\rangle=0\),

\[
A'=2vB-\frac A\tau,\qquad B'=v[\mu^2h]-\frac B\tau .
\]

By (5), \([\mu^2h]=\langle\mu^4\rangle-\tfrac13\langle\mu^2\rangle=\tfrac15-\tfrac19=\tfrac4{45}\). Therefore \(B=\tfrac4{45}v\tau(1-e^{-s})\). Writing \(A=v^2\tau^2a(s)\), we have

\[
a'+a=\frac8{45}(1-e^{-s})\ \Rightarrow\ (e^sa)'=\frac8{45}(e^s-1)
\]

and so

\[
A=\frac8{45}v^2\tau^2\left[1-(1+s)e^{-s}\right]. \tag{12}
\]

This is positive for \(s>0\), because \(e^s>1+s\): the distant carriers are those moving more nearly along \(x\). At late times \(A\) tends to a constant while \(M_2\) keeps growing.

Subtract (9) from (11), and write the difference of the fourth moments as \(v^4\tau^4d(s)\). Then \(d''+d'=12a\), with \(d(0)=d'(0)=0\). Since \(\int_0^s(1+\sigma)e^{-\sigma}d\sigma=2-(s+2)e^{-s}\), the first integration gives

\[
d'+d=\frac{32}{15}\left[s-2+(s+2)e^{-s}\right].
\]

Multiply by \(e^s\) and integrate once more, using \(\int_0^se^\sigma(\sigma-2)\,d\sigma=e^s(s-3)+3\) and \(\int_0^s(\sigma+2)\,d\sigma=s^2/2+2s\):

\[
M_4^{\rm B}-M_4^{\rm C}=\frac{32}{15}v^4\tau^4
\left[s-3+e^{-s}\left(\frac{s^2}{2}+2s+3\right)\right]. \tag{13}
\]

The difference is positive for all \(t>0\), because \(d'+d\) is the integral of the positive function \(12a\), and \(e^sd\) is then the integral of another positive function.

For small \(s\) the bracket is \(s^4/24-s^5/40+\dots\), so \(d=\tfrac4{45}s^4-\tfrac4{75}s^5+\dots\). Adding the Cattaneo series \(\tfrac19s^4-\tfrac2{45}s^5\) gives

\[
M_4^{\rm B}=\frac{v^4t^4}{5}\left(1-\frac{22}{45}s+\dots\right),
\]

in agreement with the free-flight result.

### What Cattaneo's pulse consists of

Replace the continuous range of \(\mu\) by two directions, \(\mu=\pm1/\sqrt3\), with densities \(g_\pm\) and \(u=(g_++g_-)/2\). With \(c=v/\sqrt3\),

\[
\partial_tg_\pm\pm c\,\partial_xg_\pm=-\frac{g_\pm-u}{\tau}=\mp\frac{g_+-g_-}{2\tau}.
\]

Half the sum is \(\partial_tu+\partial_xq=0\), with \(q=c(g_+-g_-)/2\). The difference times \(c/2\) is \(\partial_tq+c^2\partial_xu=-q/\tau\). Since \(c^2\tau=D\), these are equations (2). Cattaneo's equation in one dimension is thus a kinetic equation with two directions. Their mean of \(\mu^2\) is the correct \(1/3\), but their mean of \(\mu^4\) is \(1/9\) instead of \(1/5\).

The energy at the front of \(g_+\) is lost at the rate \(1/(2\tau)\), and energy scattered behind the front cannot catch up with it. The two sharp fronts together therefore hold a share \(e^{-s/2}\) of the energy.

Changing the front speed does not repair the model. To obtain the early \(M_4\) one needs \(c^4=v^4/5\), but then the early \(M_2=c^2t^2\) is too large by the factor \(3/\sqrt5\approx1.34\).

### Shape of the pulse and the late limit

The ratio \(K=M_4/M_2^2\) measures shape independently of width. It cannot be below 1, since \(M_4-M_2^2\) is the variance of \(x^2\). Early on, Cattaneo has this least value, \(K=1\), while the uniform Boltzmann profile has \(K=9/5\).

For large \(s\) the exponentials can be dropped:

\[
K^{\rm C}\simeq\frac{3(s^2-4s+6)}{(s-1)^2}\simeq3-\frac6s,\qquad
K^{\rm B}\simeq K^{\rm C}+\frac{24}{5}\,\frac{s-3}{(s-1)^2}\simeq3-\frac6{5s}.
\]

Both tend to the Gaussian value 3. The difference of the fourth moments grows in proportion to \(t\), but each moment grows as \(t^2\), so the relative difference vanishes.

## (d) Numbers for silicon near 100 K

The mean free path is \(v\tau=1200\) nm, and \(D=4^2\times300/3=1600\) nm²/ps, or 16 cm²/s. At \(t=30\) ps, \(s=0.1\) and \(vt=120\) nm. Equation (8) gives

\[
M_2=\tfrac23(1200\ \text{nm})^2(0.1-1+e^{-0.1})=4.64\times10^3\ \text{nm}^2 .
\]

The leading laws for \(M_4\) are \(120^4/9=2.30\times10^7\) nm⁴ for Cattaneo and \(120^4/5=4.15\times10^7\) nm⁴ for Boltzmann. The full formulas give \(2.21\times10^7\) and \(3.95\times10^7\) nm⁴, lower by about 4 % and 5 %, as the first corrections \(2s/5\) and \(22s/45\) predict.

| \(t\) (ps) | \(\sqrt{M_2}\) (nm) | \(K^{\rm C}\) | \(K^{\rm B}\) | \(M_4^{\rm B}/M_4^{\rm C}\) |
|---|---|---|---|---|
| 30 | 68 | 1.03 | 1.83 | 1.78 |
| 300 | 594 | 1.26 | 2.09 | 1.66 |
| 900 | 1403 | 1.72 | 2.48 | 1.45 |
| 3000 | 2939 | 2.44 | 2.86 | 1.17 |

After ten relaxation times the Cattaneo fronts hold less than 1 % of the energy, yet the fourth moments still differ by 17 % relative to Cattaneo's. Equal widths do not imply equal profiles.

**The finite source.** Let the release have a Gaussian depth profile of rms width \(w=20\) nm. An independent starting offset changes \(M_2\) to \(M_2+w^2\) and \(M_4\) to \(M_4+6w^2M_2+3w^4\). At 30 ps this raises \(M_2\) by 8.6 % and the Boltzmann \(M_4\) by 29 %. The added amounts are the same in both models, because \(M_2\) is the same, so the difference (13) is unchanged. A Gaussian spread of release times with rms 1 ps raises the ballistic \(M_4\) at 30 ps by only 0.7 %.

**Linearity.** For an absorbed energy of 1 µJ/cm² and the heat capacity \(4.9\times10^5\) J/(m³ K) of the phonon model below, the initial peak temperature rise, \(1\ \text{µJ/cm}^2\) divided by \(\sqrt{2\pi}\,w\) times the heat capacity, is 0.4 K. The measured heat capacity of silicon at 100 K is larger, about \(6.0\times10^5\) J/(m³ K), which gives 0.33 K. Either value is small beside 100 K.

**Several relaxation times.** Let 80 % of the heat capacity belong to carriers with \(\tau_1=150\) ps and 20 % to carriers with \(\tau_2=900\) ps, with \(v\) held fixed. The mean time is still 300 ps, so \(D\) is unchanged. Each group starts with its share \(c_i\) of the energy, and scattered energy re-enters the groups in proportion to \(c_i/\tau_i\), which preserves these shares. Because re-entry is isotropic, it adds nothing to \([x\mu]\), so the equation for \([x\mu]\) holds in each group with its own \(\tau_i\) and source \(c_iv/3\). The total \(M_2\) is therefore the sum of (8) over the groups, weighted by \(c_i\), although the second moment of a single group does not follow (8), since energy passes between the groups. At 300 ps it lies 14 % below the gray value. The Boltzmann \(M_4\), from a numerical solution of the corresponding moment equations, lies 20 % below its gray value. The equality of second moments with the matched Cattaneo equation therefore depends on the carriers having a single relaxation time.

**Several speeds.** Of the effects sized here, this one changes the shape ratio \(K\) at 30 ps most; in the first few picoseconds the finite source, which pushes \(K\) toward 3, also matters. Take isotropic acoustic branches with

\[
\omega=\frac{2c_0q_m}{\pi}\sin\frac{\pi q}{2q_m},\qquad q_m=(6\pi^2n)^{1/3},
\]

where \(n\) is the density of primitive cells, four per cube of edge 0.543 nm. Rough sound speeds \(c_0\) are 8.5 nm/ps for one branch and 5.5 nm/ps for two. Numerical integration over \(q\), with each mode weighted by its heat capacity at 100 K, gives an rms group speed of 3.2 nm/ps and \(\langle v^4\rangle/\langle v^2\rangle^2=2.6\), the brackets here being averages over modes. The early shape ratio becomes \(K=\tfrac95\times2.61=4.7\), instead of 1.8. This number depends strongly on the assumed dispersion: a quadratic fit to the [100] branches of silicon, in which the transverse group speed falls to zero at the zone edge, gives an rms speed of 2.8 nm/ps and \(K\approx7\). Both models are isotropic and make the transverse speed vanish over the whole outer shell of the zone. A Keating valence-force model (\(\alpha=48.5\), \(\beta=13.8\) N/m) summed over the full Brillouin zone gives instead an rms acoustic speed of 4.65 nm/ps and \(K\) between 2.5 and 2.7 along [100] and [111]; its transverse branch is too stiff at the zone edge (7.7 THz at X against the measured 4.5 THz), so it probably understates \(K\). Only the direction of the change, an increase over 1.8, should be relied on, not its size. Slow phonons near the zone edge stay close to the source while fast ones run ahead.

**The real case.** The chosen \(D\) is of the size expected for pure silicon near 100 K, but the single speed of 4 nm/ps is a compromise. In the sine model the early \(M_2\) is lower by the factor \((3.17/4)^2\approx0.63\), while in the Keating model it is higher by \((4.65/4)^2\approx1.35\). The shape ratio moves by about as much as the gap between the two gray models in the Keating model, and by several times that gap in the two isotropic ones. The gray Boltzmann equation corrects Cattaneo's angular error, but it is not a quantitative description of an early pulse in silicon; that needs the spectrum of speeds and relaxation times. Optical phonons, crystal anisotropy, surfaces and collisions that conserve total crystal momentum are also left out, and their effects are not sized here.
